# End-spin coupling in a four-donor chain with strong central exchange: test program

```python
# Result under test: in the open spin-1/2 chain
#   H = K S1.S2 + J S2.S3 + K S3.S4,  J > 0, |K| << J,
# the end spins couple as J_eff S1.S4 with J_eff = K^2/(2J) to leading order.
# Symbols: J central exchange, K outer exchange, x = K/J, S_i spin operators
# in units of hbar, J_eff = lowest triplet energy minus lowest singlet energy.
# Energies in the worked example are in micro-eV, lengths in nm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq

pauli_half = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def site_operator(matrix, site):
    out = np.eye(1)
    for k in range(4):
        out = np.kron(out, matrix if k == site else np.eye(2))
    return out


S = [[site_operator(m, i) for m in pauli_half] for i in range(4)]
identity = np.eye(16)


def dot(i, j):
    """Scalar product of spins i and j, numbered 1 to 4."""
    return sum(S[i - 1][a] @ S[j - 1][a] for a in range(3))


total = [sum(S[i][a] for i in range(4)) for a in range(3)]
total_squared = sum(t @ t for t in total)
sz_zero = np.where(np.abs(np.diag(total[2]).real) < 1e-12)[0]
block = np.ix_(sz_zero, sz_zero)


def chain(J, K12, K34, K13=0.0, K24=0.0, J14=0.0):
    return (J * dot(2, 3) + K12 * dot(1, 2) + K34 * dot(3, 4)
            + K13 * dot(1, 3) + K24 * dot(2, 4) + J14 * dot(1, 4))


def low_states(H):
    """Energies and states in the total Sz = 0 sector."""
    return np.linalg.eigh(H[block])


def splitting(H):
    """Lowest triplet minus lowest singlet, with the spins verified."""
    energy, vec = low_states(H)
    spin2 = [np.vdot(vec[:, n], total_squared[block] @ vec[:, n]).real
             for n in range(2)]
    assert abs(spin2[0]) < 1e-6 and abs(spin2[1] - 2) < 1e-6
    return energy[1] - energy[0]


def exact_formula(J, K):
    return K / 2 + (np.sqrt(J*J - 2*J*K + 4*K*K) - np.sqrt(J*J + K*K)) / 2


# Central singlet projector, built from the singlet state itself.
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
P = np.kron(np.kron(np.eye(2), np.outer(singlet, singlet)), np.eye(2))
Q = identity - P
for a in range(3):
    assert np.allclose((S[1][a] + S[2][a]) @ P, 0)
    assert np.allclose(P @ S[1][a] @ P, 0)
    for b in range(3):
        assert np.allclose(P @ S[1][a] @ S[1][b] @ P, (a == b) * P / 4)

# Second-order operator from a pseudo-inverse resolvent, for equal outer
# couplings and for general couplings.
for K12, K34, K13, K24, J14 in [(0.1, 0.1, 0, 0, 0),
                                (0.02, 0.015, 0.003, 0.001, 0.0002)]:
    H0 = chain(1.0, 0, 0)
    V = chain(0.0, K12, K34, K13, K24, J14)
    resolvent = np.linalg.pinv(Q @ (-0.75 * identity - H0) @ Q, rcond=1e-10)
    numeric = P @ (H0 + V) @ P + P @ V @ resolvent @ V @ P
    left, right = K12 - K13, K34 - K24
    derived = P @ ((-0.75 - 3 * (left**2 + right**2) / 16) * identity
                   + (J14 + left * right / 2) * dot(1, 4)) @ P
    assert np.allclose(numeric, derived, atol=1e-12)
# The general law against full diagonalization; the error is of order K/J.
general_gap = splitting(chain(1.0, 0.02, 0.015, 0.003, 0.001, 0.0002))
assert abs(general_gap / (0.0002 + 0.017 * 0.014 / 2) - 1) < 0.05

# Complete spectrum, with multiplicities, for both signs of K.
for K in (-3.0, -0.4, 0.1, 0.7, 1.0, 3.0):
    root_s, root_t = np.sqrt(1 - 2*K + 4*K*K), np.sqrt(1 + K*K)
    levels = ([-0.25 - K/2 - root_s/2, -0.25 - K/2 + root_s/2]
              + 3 * [-0.25 - root_t/2, -0.25 + root_t/2, 0.25 - K/2]
              + 5 * [0.25 + K/2])
    assert np.allclose(np.linalg.eigvalsh(chain(1.0, K, K)), sorted(levels))
    assert splitting(chain(1.0, K, K)) > 0
    assert abs(splitting(chain(1.0, K, K)) - exact_formula(1.0, K)) < 1e-12

# Series coefficients extracted from diagonalization; the next term of the
# series sets the tolerances.
x = 0.02
gap = splitting(chain(1.0, x, x))
assert abs(gap / x**2 - 0.5) < x
assert abs((gap - x**2 / 2) / x**3 - 0.75) < x
assert abs((gap - x**2 / 2 - 0.75 * x**3) / x**4 - 0.25) < 0.03

print("K/J   J_eff/J (diagonalized)   ratio to K^2/(2J)")
for x in (0.01, 0.02, 0.05, 0.1, 0.2, 0.5, 1.0):
    gap = splitting(chain(1.0, x, x))
    print(f"{x:4.2f}  {gap:.6e}  {gap / (x * x / 2):.4f}")

# Worked example.
J, K = 1000.0, 100.0
H = chain(J, K, K)
energy, vec = low_states(H)
J_eff = splitting(H)
leading = K * K / (2 * J)
corrected = leading * (1 + 1.5 * K / J)
micro_ev = const.e * 1e-6
print(f"central exchange J = {J:.0f} ueV, outer K = {K:.0f} ueV")
print(f"lowest singlet energy = {energy[0]:.4f} ueV")
print(f"lowest triplet energy = {energy[1]:.4f} ueV")
print(f"J_eff leading = {leading:.4f} ueV")
print(f"J_eff with next term = {corrected:.4f} ueV")
print(f"J_eff diagonalized = {J_eff:.4f} ueV")
print(f"J_eff / h = {J_eff * micro_ev / const.h / 1e9:.4f} GHz")
print(f"next level above lowest triplet = {energy[2] - energy[1]:.2f} ueV")
weights = [np.vdot(vec[:, n], Q[block] @ vec[:, n]).real for n in range(2)]
assert np.isclose(weights[0], (1 - (J-K)/np.sqrt(J*J - 2*J*K + 4*K*K)) / 2)
assert np.isclose(weights[1], (1 - J / np.sqrt(J*J + K*K)) / 2)
print(f"central-triplet weight in ground singlet = {weights[0]:.5f}")
print(f"central-triplet weight in lowest triplet = {weights[1]:.5f}")
end_corr = np.vdot(vec[:, 0], dot(1, 4)[block] @ vec[:, 0]).real
print(f"ground-state <S1.S4> = {end_corr:.5f} (free singlet -0.75)")

# Longer-range exchange: rough scaling with squared 1s envelope overlap.
radius, inner = 2.0, 8.0


def overlap(r):
    return np.exp(-r) * (1 + r + r * r / 3)


# Direct overlap integral in prolate spheroidal coordinates.
r_test = 4.0
integral, _ = dblquad(lambda nu, mu: (mu*mu - nu*nu) * np.exp(-r_test * mu),
                      1, 15, -1, 1)
assert abs(r_test**3 / 4 * integral / overlap(r_test) - 1) < 1e-6


def exchange_at(distance):
    return J * (overlap(distance / radius) / overlap(inner / radius))**2


outer = brentq(lambda d: exchange_at(d) - K, inner, 30)
K_next = exchange_at(inner + outer)
J_direct = exchange_at(inner + 2 * outer)
gap_long = splitting(chain(J, K, K, K_next, K_next, J_direct))
shift_long = gap_long / J_eff - 1
predicted = (1 - K_next / K)**2 - 1 + J_direct / leading
assert abs(shift_long / predicted - 1) < 0.15  # corrections of order K/J
print(f"envelope radius = {radius:.1f} nm (rough)")
print(f"inner spacing = {inner:.1f} nm, outer spacing = {outer:.2f} nm")
print(f"second-neighbour exchange = {K_next:.4f} ueV")
print(f"direct end-to-end exchange = {J_direct:.2e} ueV")
print(f"J_eff change from both = {100 * shift_long:.3f} %")

weak = splitting(chain(J, K, K / 10))
print(f"one outer bond cut to {K / 10:.0f} ueV: J_eff = {weak:.4f} ueV")
print(f"  product law K12 K34/(2J) = {K * K / 10 / (2 * J):.4f} ueV")

# Charge fluctuations: half-filled four-site Hubbard chain. Each hopping is
# chosen so that an isolated two-site pair has the required exchange.
pairs = list(itertools.combinations(range(4), 2))


def hubbard_gap(U):
    hop = [np.sqrt(c * (c + U)) / 2 for c in (K, J, K)]
    for t, c in zip(hop, (K, J, K)):
        # Two-site basis: up-down, down-up, and the two doubly filled states.
        pair_h = np.array([[0, 0, -t, -t], [0, 0, t, t],
                           [-t, t, U, 0], [-t, t, 0, U]])
        pair_levels = np.linalg.eigvalsh(pair_h)
        assert abs(pair_levels[1] - pair_levels[0] - c) < 1e-5
    kinetic = np.zeros((6, 6))
    for n, occupied in enumerate(pairs):
        for bond in range(3):
            for start, end in ((bond, bond + 1), (bond + 1, bond)):
                if start in occupied and end not in occupied:
                    new = tuple(sorted((set(occupied) - {start}) | {end}))
                    kinetic[pairs.index(new), n] -= hop[bond]
    double = [len(set(up) & set(down)) for up in pairs for down in pairs]
    H_hub = (np.kron(kinetic, np.eye(6)) + np.kron(np.eye(6), kinetic)
             + U * np.diag(double))
    levels = np.linalg.eigvalsh(H_hub)
    return levels[1] - levels[0]


U_large = 4.0e6
slope = (hubbard_gap(U_large) / J_eff - 1) * U_large / J
assert abs(slope + 0.5) < 0.1  # corrections of order K/J
for U in (40e3, 25e3):
    change = hubbard_gap(U) / J_eff - 1
    print(f"Hubbard U = {U / 1e3:.0f} meV (rough): J_eff change "
          f"{100 * change:.2f} %, -J/(2U) = {-50 * J / U:.2f} %")

# Hyperfine fields: each nucleus gives +A/2 or -A/2 times Sz of its electron.
A = 0.5
ends_only = H + A / 2 * (S[0][2] - S[3][2])
levels = low_states(ends_only)[0]
gap_ends = levels[1] - levels[0]
assert abs((gap_ends**2 - J_eff**2) / A**2 - 1) < 0.05
scan = []
for signs in itertools.product((1, -1), repeat=4):
    field = sum(s * A / 2 * S[i][2] for i, s in enumerate(signs))
    levels = low_states(H + field)[0]
    scan.append(levels[1] - levels[0])
print(f"hyperfine coupling A = {A:.1f} ueV (rough)")
print(f"Sz=0 splitting, opposite end fields = {gap_ends:.4f} ueV")
print(f"Sz=0 splitting over 16 nuclear patterns = "
      f"{min(scan):.4f} to {max(scan):.4f} ueV")

# Magnetic field at which the polarized triplet becomes the ground state.
g_factor = 2.0
bohr_magneton = const.value("Bohr magneton") / micro_ev
B_cross = J_eff / (g_factor * bohr_magneton)
for factor, expected in ((0.99, 0), (1.01, -1)):
    zeeman = g_factor * bohr_magneton * factor * B_cross * total[2]
    ground = np.linalg.eigh(H + zeeman)[1][:, 0]
    assert abs(np.vdot(ground, total[2] @ ground).real - expected) < 1e-6
print(f"singlet-triplet crossing field (g = 2) = {1e3 * B_cross:.2f} mT")

# Thermal population of the ground singlet, from all 16 levels.
k_B = const.k / micro_ev
print(f"J_eff / k_B = {1e3 * J_eff / k_B:.2f} mK")
all_levels = np.linalg.eigvalsh(H)
for T in (0.02, 0.1, 1.0):
    population = 1 / np.sum(np.exp(-(all_levels - all_levels[0]) / (k_B * T)))
    two_spin = 1 / (1 + 3 * np.exp(-J_eff / (k_B * T)))
    assert abs(population - two_spin) < 1e-3
    print(f"ground-singlet population at {1e3 * T:.0f} mK = {population:.4f}")

print("checks complete")
```

Running it gives:

```
K/J   J_eff/J (diagonalized)   ratio to K^2/(2J)
0.01  5.075240e-05  1.0150
0.02  2.060369e-04  1.0302
0.05  1.344991e-03  1.0760
0.10  5.763788e-03  1.1528
0.20  2.598794e-02  1.2994
0.50  1.909830e-01  1.5279
1.00  6.589186e-01  1.3178
central exchange J = 1000 ueV, outer K = 100 ueV
lowest singlet energy = -758.2576 ueV
lowest triplet energy = -752.4938 ueV
J_eff leading = 5.0000 ueV
J_eff with next term = 5.7500 ueV
J_eff diagonalized = 5.7638 ueV
J_eff / h = 1.3937 GHz
next level above lowest triplet = 910.75 ueV
central-triplet weight in ground singlet = 0.00901
central-triplet weight in lowest triplet = 0.00248
ground-state <S1.S4> = -0.74099 (free singlet -0.75)
envelope radius = 2.0 nm (rough)
inner spacing = 8.0 nm, outer spacing = 11.34 nm
second-neighbour exchange = 0.1942 ueV
direct end-to-end exchange = 1.18e-05 ueV
J_eff change from both = -0.353 %
one outer bond cut to 10 ueV: J_eff = 0.5418 ueV
  product law K12 K34/(2J) = 0.5000 ueV
Hubbard U = 40 meV (rough): J_eff change -1.09 %, -J/(2U) = -1.25 %
Hubbard U = 25 meV (rough): J_eff change -1.70 %, -J/(2U) = -2.00 %
hyperfine coupling A = 0.5 ueV (rough)
Sz=0 splitting, opposite end fields = 5.7853 ueV
Sz=0 splitting over 16 nuclear patterns = 5.7638 to 5.7900 ueV
singlet-triplet crossing field (g = 2) = 49.79 mT
J_eff / k_B = 66.89 mK
ground-singlet population at 20 mK = 0.9043
ground-singlet population at 100 mK = 0.3942
ground-singlet population at 1000 mK = 0.2627
checks complete
```
